# Current dependence of adsorbate desorption by vibrational ladder climbing

## Problem

A small adsorbate sits on a metal surface under the tip of a cold scanning tunnelling microscope. Its vibration against the surface is treated as a harmonic oscillator with quantum $\hbar\omega$, cut off at the top of the well. The well depth, measured from the ground level, is $D_0$. Levels $n=0,1,\dots,N-1$ are bound, where $N$ is the smallest integer with $N\hbar\omega\ge D_0$. An adsorbate that reaches level $N$ leaves and does not return.

Two agents change $n$, each by one quantum at a time. The metal damps the vibration, and level 1 decays to level 0 at the rate $\gamma$. Tunnelling electrons excite and de-excite the vibration. A fraction $f$ of the electrons that pass an adsorbate in its ground level raise it to level 1.

The current $I$ is changed by moving the tip at fixed bias $V$, with $\hbar\omega<eV<2\hbar\omega$. The fraction $f$ is taken not to depend on tip height.

(a) Estimate by scaling how the desorption rate $R$ depends on $I$ when $I$ is small.

(b) Solve the master equation for the mean lifetime, and find the leading law and its first correction.

(c) Compare the two for $\hbar\omega=50$ meV, $D_0=230$ meV, $V=65$ mV, $\gamma=10^{12}\ \mathrm{s^{-1}}$, $f=0.01$, a temperature of 4.2 K, and currents of 10, 30 and 100 nA. State when the law fails.

## The rates

Both agents are assumed to couple linearly to the displacement $z$. For a harmonic oscillator $z\propto a+a^\dagger$, so $z$ connects neighbouring levels only, and $|\langle n+1|z|n\rangle|^2\propto n+1$. The golden-rule rates are therefore

$$ n\to n+1:\ b_n=(n+1)u,\qquad n\to n-1:\ d_n=nd. $$

The factor $n$ in $d_n$ is the same matrix element taken between $n$ and $n-1$.

The metal at low temperature can take energy but not give it, so it contributes $\gamma$ to $d$ and nothing to $u$. The upward rate comes from the electrons alone. Since $I/e$ electrons pass per second,

$$u=\frac{fI}{e}.$$

Electrons also de-excite the vibration. Let the densities of states of tip and metal be flat, and let the source be filled up to energy $eV$ and the drain up to energy 0. An electron that starts at $E<eV$ and gives up a quantum must find an empty state, so $E-\hbar\omega>0$. This leaves a window of width $eV-\hbar\omega$. An electron that absorbs a quantum needs only $E+\hbar\omega>0$, which gives a window of width $eV+\hbar\omega$. Tunnelling from drain to source with absorption would need $\hbar\omega>eV$ and is closed here. Electron-induced downward steps are thus faster than upward ones by the factor

$$\kappa=\frac{eV+\hbar\omega}{eV-\hbar\omega},\qquad d=\gamma+\kappa u .$$

The small parameter is the ratio of excitation to damping,

$$x=\frac{u}{\gamma}=\frac{fI}{e\gamma}.$$

## First estimate by scaling

At low current an excited adsorbate almost always relaxes before the next inelastic electron arrives. Level $n+1$ is then filled from level $n$ and emptied by damping, and the two flows balance:

$$(n+1)\,u\,p_n\approx(n+1)\,\gamma\,p_{n+1}\quad\Rightarrow\quad p_{n+1}\approx x\,p_n .$$

The factors $n+1$ cancel because the same matrix element governs both directions. With $p_0\approx1$ this gives $p_n\approx x^n$. Desorption is the upward step out of level $N-1$, whose rate is $Nu$:

$$R\approx Nu\,p_{N-1}\approx N\gamma x^{N}=\frac{N}{\gamma^{N-1}}\left(\frac{fI}{e}\right)^{N}.$$

The estimate is a power law with exponent $N$. One power of the current comes from the final step, and the other $N-1$ come from the scarcity of adsorbates on level $N-1$.

## Exact solution of the ladder

**Mean lifetime.** Let $T_n$ be the mean time to go from level $n$ to level $n+1$ for the first time. The adsorbate waits on level $n$ for a mean time $1/(b_n+d_n)$. With probability $d_n/(b_n+d_n)$ it then steps down, and it must climb back to $n$ and try again:

$$T_n=\frac{1}{b_n+d_n}+\frac{d_n}{b_n+d_n}\,(T_{n-1}+T_n).$$

Multiplying by $b_n+d_n$ and cancelling $d_nT_n$ on both sides gives

$$b_nT_n=1+d_nT_{n-1}.$$

Define $S_n=b_nT_n=(n+1)uT_n$. Then $S_{n-1}=nuT_{n-1}$, so $d_nT_{n-1}=nd\,T_{n-1}=(d/u)S_{n-1}$, and

$$S_n=1+rS_{n-1},\qquad r=\frac du=\kappa+\frac1x .$$

From level 0 there is no way down, so $S_0=1$. Iteration gives $S_n=1+r+\dots+r^n$. The lifetime $\tau$ of an adsorbate that starts on level 0 is the sum of the $T_n$. With $m=n+1$,

$$\gamma\tau=\frac1x\sum_{m=1}^{N}\frac1m\sum_{k=0}^{m-1}\left(\kappa+\frac1x\right)^{k},\qquad R=\frac1\tau .$$

This is exact for the stated master equation at any current. It was tested against direct inversion of the rate matrix for $N=1$ to 6, with $x=0.001$, $0.2$ and $3$ and $\kappa=1$ and $7$. The two agreed within a relative $10^{-50}$ in high-precision arithmetic.

**Low current.** For $N=1$ the sum is $1/x$, so $R=u$. For $N\ge2$ the two largest orders, $x^{-N}$ and $x^{-(N-1)}$, are needed. Since

$$\left(\kappa+\frac1x\right)^k=x^{-k}(1+\kappa x)^k=x^{-k}\left(1+k\kappa x+\dots\right),$$

three terms of the double sum contribute:

- $m=N,\ k=N-1$ gives $\dfrac{x^{-N}}{N}\left[1+(N-1)\kappa x\right]$;
- $m=N,\ k=N-2$ gives $\dfrac{x^{-N}}{N}\,x$;
- $m=N-1,\ k=N-2$ gives $\dfrac{x^{-(N-1)}}{N-1}=\dfrac{x^{-N}}{N}\,\dfrac{N}{N-1}\,x$.

Adding them and using $1+N/(N-1)=(2N-1)/(N-1)$,

$$\gamma\tau=\frac{x^{-N}}{N}\left[1+cx+O(x^2)\right],\qquad c=(N-1)\kappa+\frac{2N-1}{N-1},$$

and therefore

$$R=N\gamma x^N\left[1-cx+O(x^2)\right].$$

The leading term is the scaling estimate, including its prefactor. Taking the logarithm, $\ln R=\text{const}+N\ln x-cx+\dots$, gives the local exponent

$$\frac{d\ln R}{d\ln I}=N-cx+O(x^2).$$

The term $(N-1)\kappa$ in $c$ has a simple origin. The rate contains $N-1$ damping factors in its denominator, and electrons raise each of them from $\gamma$ to $\gamma(1+\kappa x)$.

**High current.** When $\kappa x\gg N$, $r$ is so close to $\kappa$ that the double sum no longer depends on $x$. Then $R\propto u$, and the exponent has dropped to 1. For $\kappa=1$ the inner sum equals $m$, the outer sum equals $N$, and $R\to u/N$. The power $N$ thus belongs to the regime $cx\ll1$. There, damping by the metal is much faster than the electron-driven steps, upward and downward, on every excited bound rung. Because $c$ grows with $N$, a longer ladder needs a smaller $x$.

**Why $1/\tau$ is a decay rate.** A mean lifetime defines a rate only if the survival probability is close to a single exponential. Write the master equation as $\dot p=-Kp$, with $K$ tridiagonal and eigenvalues $\lambda_1<\lambda_2<\dots<\lambda_N$. The Laplace transform of the desorption flux is $\varphi(s)=b_{N-1}[(s+K)^{-1}]_{N-1,0}$. By the cofactor rule, this matrix element is a minor divided by $\det(s+K)$. The minor omits row 0 and column $N-1$. What remains is triangular with diagonal $-b_0,\dots,-b_{N-2}$, and the cofactor sign $(-1)^{N-1}$ cancels the minus signs. Hence

$$\varphi(s)=\frac{\prod_{n=0}^{N-1}b_n}{\prod_{i=1}^{N}(s+\lambda_i)} .$$

Desorption is certain in the end, so $\varphi(0)=1$ and $\prod_i\lambda_i=\prod_n b_n=N!\,u^N$. The mean time is $\tau=-\varphi'(0)=\sum_i1/\lambda_i$.

As $x\to0$ the upward entries of $K$ vanish and $K$ becomes triangular with diagonal $0,\gamma,2\gamma,\dots,(N-1)\gamma$. One eigenvalue is therefore slow and the others are fast. The product rule fixes the slow one:

$$\lambda_1\to\frac{N!\,u^N}{(N-1)!\,\gamma^{N-1}}=N\gamma x^N .$$

This is a second derivation of the law. The fast eigenvalues add only a delay of about $\gamma^{-1}(1+\tfrac12+\dots+\tfrac1{N-1})$ before the exponential decay sets in.

## Comparison for the example

The top of the well lies at $230/50=4.6$ quanta, so $N=5$. The bias gives $\kappa=115/15=7.67$, and

$$c=4\times7.667+\frac94=32.9 .$$

At 30 nA, $u=0.01\times(30\times10^{-9}\ \mathrm A)/e=1.87\times10^{9}\ \mathrm{s^{-1}}$ and $x=1.87\times10^{-3}$. The estimate is $5\times10^{12}\,x^5=0.115\ \mathrm{s^{-1}}$. The exact sum gives $0.108\ \mathrm{s^{-1}}$, a mean lifetime of 9.2 s.

| $I$ (nA) | estimate (s⁻¹) | exact (s⁻¹) | exponent |
|---|---|---|---|
| 10 | $4.74\times10^{-4}$ | $4.64\times10^{-4}$ | 4.98 |
| 30 | 0.115 | 0.108 | 4.94 |
| 100 | 47.4 | 38.8 | 4.80 |

Relative to the exact rate, the estimate is too high by 2%, 6% and 22%. The first-order exponent $N-cx$ gives 4.79 at 100 nA, against the exact 4.80. Over the whole decade of current the mean exponent is 4.92. A fit to such data would thus fall slightly below the integer, mainly because electrons themselves help to damp the vibration.

The populations show the mechanism. At 30 nA the occupation of level 1 is $1.84\times10^{-3}$, and that of level 4 is $1.16\times10^{-11}$. The last step carries $5u\,p_4=5\times1.87\times10^9\times1.16\times10^{-11}\approx0.108\ \mathrm{s^{-1}}$, which is the whole desorption rate. Exciting electrons arrive about $1/u\approx530$ ps apart, while level 1 lives for 1 ps. Desorption waits for a rare burst of them. The slow eigenvalue differs from $1/\tau$ by a relative $2\times10^{-13}$, so the decay is a single exponential for any practical purpose.

## When the exponent is not $N$

**Warm surface.** A bath with mean occupation $n_B=1/(e^{\hbar\omega/kT}-1)$ adds $\gamma n_B$ to both $u$ and $d$. For $x,n_B\ll1$ the scaling argument holds with $x$ replaced by $x+n_B$:

$$R\approx N\gamma(x+n_B)^N,\qquad \frac{d\ln R}{d\ln I}\approx\frac{Nx}{x+n_B}.$$

As $I\to0$ the rate levels off at $N\gamma n_B^N\approx N\gamma e^{-N\hbar\omega/kT}$, which is thermal desorption. For the exponent to be close to $N$, "low current" must therefore mean $Nn_B\ll x\ll1/c$. At 4.2 K, $n_B\approx10^{-60}$ and the lower limit is irrelevant. Setting $n_B=x$ at 30 nA gives $kT=\hbar\omega/\ln(1+1/x)$, or 92 K. With the electron rates held at their cold values, the exponent there is 2.44, close to the leading-order 2.5.

**Several quanta from one electron.** At low current each electron-driven jump brings one power of the current into the rate, whereas downward jumps caused by damping bring none. The sequence that uses the fewest electrons therefore wins as $I\to0$. If one electron can give two quanta, the exponent in this limit is $N/2$ rounded up, which is 3 for $N=5$.

The chosen bias forbids this for equally spaced levels, since $65<100$ meV. Suppose instead that the bias allowed it, with the rate $(n+1)(n+2)f_2I/e$ for each jump $n\to n+2$ and for its reverse. Take $f_2=f^2$ (an assumption about size) and hold the one-quantum rates fixed. The rate at 30 nA would then be $56\ \mathrm{s^{-1}}$, some 500 times larger, with a local exponent of 3.09. A double jump outruns two single steps by a factor of order $e\gamma/I$. For example, the direct jump $0\to2$ has the rate $2f^2I/e$, while two separate steps supply $2u^2/\gamma=2f^2(I/e)^2/\gamma$. Their ratio, $e\gamma/I$, is 5.3 at 30 nA and grows as the current falls. The jump $0\to2$ alone would raise the rate only 6.4 times, and the jump $3\to5$ alone 23 times. The large gain comes from routes that use two double jumps, and three quarters of the desorption leaves by $3\to5$.

Thermal smearing of the electron energies reopens this channel. With Fermi functions in place of sharp edges, a window $W$ becomes $W/(1-e^{-W/kT})$, where $W=eV-2\hbar\omega$ for two quanta and $W=eV-\hbar\omega$ for one. Let $f_2$ be $f^2$ times the ratio of these two smeared windows. At 30 nA the two-quantum flux into level 2, relative to that of the electron-driven ladder, is then about $10^{-41}$ at 4.2 K but 0.13 at 92 K.

**Unequal spacing.** A real bond softens as it stretches. To size this effect, the harmonic well was replaced by a Morse well with the same first spacing and the same depth. Damping and electron coupling stayed linear in $z$, and all transitions allowed by energy conservation at zero temperature were included. The damping rate of a transition $n\to m$ was taken proportional to $|\langle m|z|n\rangle|^2$ times its energy gap, and the electron rates to $|\langle m|z|n\rangle|^2$ times the energy windows above. The rates of the $0\leftrightarrow1$ transition were kept, and states above the well counted as desorbed.

This well has 9 bound levels instead of 5. Because the upper spacings are small, a 65 meV electron can cross several of them at once, and energy conservation then requires at least 5 electrons. The agreement with the harmonic $N=5$ is a coincidence of these parameters: in the same Morse well, a bias of 55 mV would require at least 6 electrons and one of 80 mV at least 4. At zero temperature the exponent does tend to 5.000 at the extremely low current of $10^{-6}$ nA, but at 10, 30 and 100 nA it is 5.28, 5.58 and 5.89. An exponent above 5 means that routes with more than five electrons, which carry higher powers of the current, already contribute at these currents. The rate at 30 nA is $5.7\times10^{-3}\ \mathrm{s^{-1}}$, 19 times below the harmonic value. A finer mesh together with a larger box changes it by a relative $4\times10^{-5}$.

## The model beside a real junction

The parameters are rough values for a weakly bound adsorbate on a metal: a vibration of tens of meV, a lifetime of the order of a picosecond, and an inelastic fraction of the order of a percent. The depth of 0.23 eV is small. With the same quantum, a bond of an electronvolt or more would need at least 20 rungs, each costing roughly another factor of $x$, and this route would be far too slow to see at these currents. A stiffer bond has fewer rungs for the same depth, but the bias must then exceed its larger quantum. The current of 100 nA at 65 mV is on the high side and means a junction resistance of 0.65 MΩ, with the tip close to the adsorbate.

Two neglected effects are small for the harmonic ladder. The damping widths $n\hbar\gamma$ of its levels, at most 2.6 meV, are far below the spacing, which supports a description by populations. In the Morse well this description is rougher near the top, where the highest level lies only 1.4 meV below the edge, a distance comparable with its width. For an assumed gap of 0.5 nm and dipole of $0.02\,e$ nm, the field of the bias shifts the energy by 2.6 meV, too little to move the top of the well past a rung at 200 or 250 meV. A contact potential between tip and surface adds to this field and is not included. At 0.5 V it would contribute another 20 meV, which could be enough to change $N$. Attraction between tip and adsorbate, which could change the depth as the tip approaches, is not included.

Real bonds do not have equally spaced levels. In this example, replacing the harmonic well by the Morse well lowers the rate by a factor of 7 to 32 over the current range and raises the local exponent by up to about one. The size of the reduction depends on the assumed damping law. It is about 30 to 90 if the damping does not depend on the gap, with exponents of 5.16 to 5.64, and 1.6 to 12 if it grows as the gap squared, with exponents of 5.44 to 5.93. A measured exponent can therefore be read as the number of electrons used by the dominant desorption route only when the surface is cold, the current is low enough for the exponent to have settled, and the tip's approach changes nothing but the current. It equals the number of vibrational rungs when, in addition, that route climbs one rung per electron. The demand for a settled exponent can be out of reach: in the Morse example at zero temperature, the exponent comes within 0.05 of 5 only below about 1.5 nA, where the rate is under $10^{-9}\ \mathrm{s^{-1}}$. An exponent near $N$ does not rule out a weak two-quantum channel, which may take over only at currents too low to measure.

## Table of computed values

```
Quantum 50 meV, depth 230 meV, bias 65 mV
Damping rate 1.0e+12 1/s, inelastic fraction 0.010
Steps N = 5; kappa = 7.6667; correction c = 32.917
I = 10 nA: x = 6.2415e-04, u = 6.2415e+08 1/s
  exact rate 4.6400e-04 1/s, power law 4.7361e-04 1/s
  local slope 4.9796, N-c*x = 4.9795
I = 30 nA: x = 1.8725e-03, u = 1.8725e+09 1/s
  exact rate 1.0826e-01 1/s, power law 1.1509e-01 1/s
  local slope 4.9393, N-c*x = 4.9384
I = 100 nA: x = 6.2415e-03, u = 6.2415e+09 1/s
  exact rate 3.8759e+01 1/s, power law 4.7361e+01 1/s
  local slope 4.8044, N-c*x = 4.7946
Mean slope from 10 to 100 nA: 4.9219
Populations at 30 nA, n=0..4: 9.982e-01 1.843e-03 3.401e-06 6.279e-09 1.156e-11
Slow eigenvalue / inverse mean lifetime - 1: 2.22e-13
Mean lifetime at 30 nA: 9.237 s
Bath occupation at 4.2 K: 1.01e-60
Bath occupation equals x (30 nA) at 92.4 K; bath-only slope there 2.439
Two-quantum/ladder flux into n=2 at 4.2 K (f2 = f^2*window ratio): 1.25e-41
Two-quantum/ladder flux into n=2 at 92.4 K (f2 = f^2*window ratio): 1.32e-01
Level width hbar*gamma: 0.658 meV
Field 0.130 V/nm on dipole 0.02 e nm: 2.60 meV
Junction resistance at 100 nA: 0.650 Mohm
If bias allowed two quanta with f2 = f^2: rate at 30 nA 5.589e+01 1/s
  its slope 3.087; at 1e-6 nA 3.000
Morse well: 9 bound levels, fewest electrons by energy 5
  Morse at 10 nA: rate 1.472e-05 1/s, slope 5.280
  Morse at 30 nA: rate 5.692e-03 1/s, slope 5.583
  Morse at 100 nA: rate 5.821e+00 1/s, slope 5.891
  Morse slope at 1e-6 nA: 5.0000
  Morse rate shift, coarse against fine mesh and box: 4.24e-05
```
